# Bethe logarithms of hydrogen 2s, 2p and 3d from explicit sums: test program

```python
# Bethe logarithms of hydrogen (Z = 1, infinite nuclear mass, nonrelativistic).
# Result under test:
#   ln k0(n,l) = (n^3/2) * sum_m w_m ln(x_m),  w_m = |<m|p|n>|^2 (E_m - E_n),
#   x_m = 2|E_m - E_n| (gap in rydberg; energies E in hartree),
#   equal to 2.811770 (2s), -0.030017 (2p), -0.005232 (3d).
# Road A: length form, closed radial integrals, explicit bound + continuum sum.
# Road B: acceleration form, w_m = |<m|grad V|n>|^2 / (E_m - E_n),
#         diagonalization in a geometric Slater basis.
# n, l: state studied; l2 = l +- 1: angular momentum of intermediate states;
# k: continuum wave number; q = 1/n: decay constant of the state studied.
from math import factorial, comb, sqrt, pi, exp, log
import numpy as np
from scipy.integrate import quad
from scipy.special import zeta
import mpmath as mp


def orbital(n, l):
    """Coefficients c[m] of P(r) = sum c[m] r^m exp(-r/n), norm 1."""
    norm = sqrt(factorial(n - l - 1) / (n**2 * factorial(n + l)))
    p = n - l - 1
    return {l + 1 + i: norm * (-1)**i * comb(n + l, p - i) / factorial(i)
            * (2 / n)**(l + 1 + i) for i in range(p + 1)}


def radial_value(n, l, r):
    return sum(c * r**m for m, c in orbital(n, l).items()) * np.exp(-r / n)


def radial_square(n, l, l2, ksq, phase, occupation):
    """Squared radial dipole integral; ksq = k^2 or -1/n'^2 (times n'^3)."""
    q = 1 / n
    d = q * q + ksq
    deriv = [phase / d**(l2 + 1)]
    for m in range(n + 2 - l2):
        previous = deriv[m - 1] if m > 0 else 0.0
        deriv.append(((2 - 2 * (l2 + 1) * q - 2 * q * m) * deriv[m]
                      - (m * (m - 1) + 2 * (l2 + 1) * m) * previous) / d)
    amplitude = sum(c * (-1)**(m + 1 - l2) * deriv[m + 1 - l2]
                    for m, c in orbital(n, l).items())
    product = 1.0
    for s in range(1, l2 + 1):
        product = product * (1 + s * s * ksq)
    return 4**(l2 + 1) * product * amplitude**2 * occupation


def continuum_square(n, l, l2, k):
    return radial_square(n, l, l2, k * k, np.exp(-2 / k * np.arctan(k * n)),
                         -1 / np.expm1(-2 * pi / k))


def bound_square(n, l, l2, n2):
    v = 1 / n2
    phase = ((1 / n - v) / (1 / n + v))**n2
    return radial_square(n, l, l2, -v * v, phase, 1.0) / n2**3


def channels(l):
    return [l2 for l2 in (l - 1, l + 1) if l2 >= 0]


def spectrum(n, l, last=4000, step=0.01):
    """Signed gaps (rydberg) and weights w (hartree units) of the full sum."""
    gaps, weights = [], []
    for l2 in channels(l):
        angular = max(l, l2) / (2 * l + 1)
        n2 = np.arange(l2 + 1, last + 1, dtype=float)
        n2 = n2[n2 != n]                     # degenerate states have w = 0
        k = np.exp(np.arange(-16, 34, step))
        threshold = radial_square(n, l, l2, 0.0, exp(-2 * n), 1.0)
        gap = np.concatenate([1 / n**2 - 1 / n2**2, [1 / n**2],
                              1 / n**2 + k * k])
        square = np.concatenate([bound_square(n, l, l2, n2),
                                 [threshold * zeta(3, last + 1)],
                                 continuum_square(n, l, l2, k) * k * k * step])
        gaps.append(gap)
        weights.append(angular * square * (gap / 2)**3)
    return np.concatenate(gaps), np.concatenate(weights)


def slater_integral(p, s):
    """Integral of r^p exp(-s r) over r from 0 to infinity."""
    return mp.factorial(p) / s**(p + 1)


def variational(n, l, ratio, low, high):
    """Sum of w and of w ln(x), in units 2/n^3, from pseudostates."""
    total, logsum = mp.mpf(0), mp.mpf(0)
    q = mp.mpf(1) / n
    for l2 in channels(l):
        # functions r^power exp(-lambda r); the extra one makes the
        # degenerate state with one radial node exact
        basis = [(l2 + 1, q * ratio**j) for j in range(low, high + 1)]
        basis.append((l2 + 2, q))
        size = len(basis)
        norm = [1 / mp.sqrt(slater_integral(2 * a, 2 * x)) for a, x in basis]
        overlap, ham = mp.matrix(size), mp.matrix(size)
        force = mp.matrix(size, 1)           # radial integrals of 1/r^2
        for i, (a, x) in enumerate(basis):
            force[i] = norm[i] * sum(mp.mpf(c) * slater_integral(a + m - 2,
                                                                 x + q)
                                     for m, c in orbital(n, l).items())
            for j in range(i + 1):
                b, y = basis[j]
                i0 = slater_integral(a + b, x + y)
                i1 = slater_integral(a + b - 1, x + y)
                i2 = slater_integral(a + b - 2, x + y)
                energy_ij = ((a * b + l2 * (l2 + 1)) * i2
                             - (a * y + b * x) * i1 + x * y * i0) / 2 - i1
                scale = norm[i] * norm[j]
                overlap[i, j] = overlap[j, i] = scale * i0
                ham[i, j] = ham[j, i] = scale * energy_ij
        inv = mp.inverse(mp.cholesky(overlap))
        energy, vec = mp.eigsy(inv * ham * inv.T)
        proj = vec.T * (inv * force)
        angular = mp.mpf(max(l, l2)) / (2 * l + 1)
        for i in range(size):
            de = energy[i] + q * q / 2
            if abs(de) > mp.mpf(10)**(-10):  # the degenerate state has w = 0
                w = angular * proj[i]**2 / de
                total += w
                logsum += w * mp.log(2 * abs(de))
    return float(total * n**3 / 2), float(logsum * n**3 / 2)


# Radial integrals against direct quadrature of the wave functions
direct = quad(lambda r: radial_value(2, 1, r) * r * radial_value(3, 2, r),
              0, 100, epsabs=1e-12, limit=200)[0]**2
closed = float(bound_square(2, 1, 2, 3.0))
assert abs(direct - closed) < 1e-8 * direct
k_test = 0.7
x, wx = np.polynomial.legendre.leggauss(120)
r = 35 * (x + 1)
wave = np.array([float(mp.re(mp.coulombf(2, -1 / k_test, k_test * s)))
                 for s in r])
direct_c = (35 * np.sum(wx * radial_value(2, 1, r) * r * wave)
            * sqrt(2 / (pi * k_test)))**2
closed_c = float(continuum_square(2, 1, 2, k_test))
assert abs(direct_c - closed_c) < 1e-7 * direct_c
print(f"R^2(2p-3d): quadrature {direct:.6f}, closed {closed:.6f} bohr^2")
print(f"R^2(2p-kd), k=0.7/bohr: quadrature {direct_c:.6f}, "
      f"closed {closed_c:.6f} bohr^2/hartree")

# Road A for all states
names = {"1s": (1, 0), "2s": (2, 0), "2p": (2, 1),
         "3p": (3, 1), "3d": (3, 2), "4f": (4, 3)}
bethe, spectra = {}, {}
print("Bethe logarithms from the explicit sum (dimensionless):")
for name, (n, l) in names.items():
    gap, w = spectrum(n, l)
    w = w * n**3 / 2                         # weights in units of 2/n^3
    spectra[name] = gap, w
    bethe[name] = float(np.sum(w * np.log(np.abs(gap))))
    rule = float(np.sum(w))
    assert abs(rule - (l == 0)) < 1e-9
    print(f"  {name}: ln k0 = {bethe[name]:.8f}, "
          f"sum of weights/(2/n^3) = {abs(rule):.8f}")
for name, target in (("2s", 2.811770), ("2p", -0.030017), ("3d", -0.005232)):
    assert abs(bethe[name] - target) < 6e-7

# Road B; the 2s tolerance covers the high-energy tail beyond the largest
# exponent of the basis, which falls only as the inverse of that exponent
print("Bethe logarithms from pseudostates, acceleration form:")
with mp.workdps(50):
    settings = {"2s": (mp.mpf(3) / 2, -6, 50, 3e-6),
                "2p": (mp.sqrt(2), -7, 18, 3e-7),
                "3d": (mp.sqrt(2), -7, 18, 3e-7)}
    for name, (ratio, low, high, tol) in settings.items():
        n, l = names[name]
        rule, value = variational(n, l, ratio, low, high)
        print(f"  {name}: {value:.7f} ({high - low + 2} functions/channel), "
              f"difference {abs(value - bethe[name]):.1e}, "
              f"sum-rule error {abs(rule - (l == 0)):.1e}")
        assert abs(rule - (l == 0)) < tol
        assert abs(value - bethe[name]) < tol

# High-energy fall of the weight density: expected exponent -(l + 3/2)
print("Exponent of weight density at high energy:")
for name in ("2s", "2p", "3d"):
    n, l = names[name]
    dens = [sum(max(l, l2) / (2 * l + 1) * continuum_square(n, l, l2, k)
                for l2 in channels(l)) * (k * k + 1 / n**2)**3
            for k in (1e4, 2e4)]
    slope = log(dens[1] / dens[0]) / log(4)
    assert abs(slope + l + 1.5) < 1e-3
    print(f"  {name}: {slope:.4f}")

# Why l > 0 gives small negative values
gap, w = spectra["2s"]
print(f"2s: mean excitation energy k0 = {exp(bethe['2s']):.4f} Ry")
print(f"2s: share of weight above 10 Ry = {np.sum(w[gap > 10]):.3f}")
down_exact = {"2p": 256 / 2187, "3d": 2**13 * 3**5 / 5**11}
for name in ("2p", "3d"):
    gap, w = spectra[name]
    up, down = gap > 0, gap < 0
    a_up, a_down = np.sum(w[up]), -np.sum(w[down])
    g_up = exp(np.sum(w[up] * np.log(gap[up])) / a_up)
    g_down = exp(-np.sum(w[down] * np.log(-gap[down])) / a_down)
    below = np.sum(w[up & (gap < g_down)]) / a_up
    high = np.sum(w[gap > 10]) / a_up
    assert abs(a_down - down_exact[name]) < 1e-10
    assert below > 0.5 and g_up < g_down
    print(f"{name}: upward weight A = {a_up:.6f}, "
          f"downward weight = {a_down:.6f} (units 2/n^3)")
    print(f"{name}: geometric mean gap up = {g_up:.5f} Ry, "
          f"down = {g_down:.5f} Ry")
    print(f"{name}: ln(G_up/G_down) = {log(g_up / g_down):.5f}, "
          f"A ln(G_up/G_down) = {a_up * log(g_up / g_down):.6f}")
    print(f"{name}: share of upward weight below the downward gap = "
          f"{below:.2f}, above 10 Ry = {high:.1e}")

print("ALL CHECKS PASSED")
```

Output:

```
R^2(2p-3d): quadrature 22.543424, closed 22.543424 bohr^2
R^2(2p-kd), k=0.7/bohr: quadrature 0.572390, closed 0.572390 bohr^2/hartree
Bethe logarithms from the explicit sum (dimensionless):
  1s: ln k0 = 2.98412856, sum of weights/(2/n^3) = 1.00000000
  2s: ln k0 = 2.81176989, sum of weights/(2/n^3) = 1.00000000
  2p: ln k0 = -0.03001671, sum of weights/(2/n^3) = 0.00000000
  3p: ln k0 = -0.03819023, sum of weights/(2/n^3) = 0.00000000
  3d: ln k0 = -0.00523215, sum of weights/(2/n^3) = 0.00000000
  4f: ln k0 = -0.00173366, sum of weights/(2/n^3) = 0.00000000
Bethe logarithms from pseudostates, acceleration form:
  2s: 2.8117698 (58 functions/channel), difference 8.4e-08, sum-rule error 1.6e-09
  2p: -0.0300167 (27 functions/channel), difference 3.2e-09, sum-rule error 1.6e-10
  3d: -0.0052321 (27 functions/channel), difference 1.8e-10, sum-rule error 3.6e-11
Exponent of weight density at high energy:
  2s: -1.4999
  2p: -2.4999
  3d: -3.4999
2s: mean excitation energy k0 = 16.6393 Ry
2s: share of weight above 10 Ry = 0.524
2p: upward weight A = 0.117055, downward weight = 0.117055 (units 2/n^3)
2p: geometric mean gap up = 0.58036 Ry, down = 0.75000 Ry
2p: ln(G_up/G_down) = -0.25643, A ln(G_up/G_down) = -0.030017
2p: share of upward weight below the downward gap = 0.64, above 10 Ry = 2.9e-02
3d: upward weight A = 0.040769, downward weight = 0.040769 (units 2/n^3)
3d: geometric mean gap up = 0.12216 Ry, down = 0.13889 Ry
3d: ln(G_up/G_down) = -0.12834, A ln(G_up/G_down) = -0.005232
3d: share of upward weight below the downward gap = 0.62, above 10 Ry = 4.0e-04
ALL CHECKS PASSED
```
